# Expected Wall Collisions in a Feature from an Absorbing Markov Chain: a program that tests the result

```python
"""Expected wall collisions of a precursor molecule in a blind cylindrical hole.
Result under test: with Q_ij = (1 - s_i) F_ij, the matrix N = (I - Q)^-1 holds the
expected collisions with patch j for a molecule now striking patch i, and n = p N
holds those of a molecule entering through the mouth.
s: sticking probability, F: view factors, p: first-hit distribution from the mouth,
phi = n * mouth area / patch area: flux relative to the mouth flux.
Depth z runs from the mouth (0) to the floor (DEPTH). Lengths are in nm.
Zones 0-9 are equal wall bands from the top down; zone 10 is the floor.
"""
import numpy as np

RADIUS, DEPTH = 50.0, 1000.0
MOUTH = np.pi * RADIUS**2
ZONE_STICK = np.array([0.0] * 5 + [0.1] * 6)
SITE_DENSITY = 4.0
COVERAGE_STEP = 0.01
rng = np.random.default_rng(20241)


def disc_exchange(r1, r2, h):
    """Area times view factor between coaxial parallel discs."""
    root = np.sqrt((h**2 + (r1 - r2)**2) * (h**2 + (r1 + r2)**2))
    return 0.5 * np.pi * (h**2 + r1**2 + r2**2 - root)


def build_hole(rings, annuli):
    """Patch areas, exchange areas, exchange with the mouth, zone labels."""
    z = np.linspace(0, DEPTH, rings + 1)
    r = np.linspace(0, RADIUS, annuli + 1)
    w = disc_exchange(RADIUS, RADIUS, np.abs(z[:, None] - z[None, :]))
    b = disc_exchange(r[None, :], RADIUS, DEPTH - z[:, None])
    ring_area = 2 * np.pi * RADIUS * np.diff(z)
    area = np.concatenate([ring_area, np.pi * np.diff(r**2)])
    ex = np.zeros((rings + annuli, rings + annuli))
    ex[:rings, :rings] = (w[1:, :-1] - w[:-1, :-1] - w[1:, 1:] + w[:-1, 1:]
                          + np.diag(ring_area))
    ring_floor = np.diff(np.diff(b, axis=1), axis=0)
    ex[:rings, rings:] = ring_floor
    ex[rings:, :rings] = ring_floor.T
    mouth_ex = np.concatenate([w[0, :-1] - w[0, 1:], np.diff(b[0])])
    zone = np.concatenate([np.arange(rings) * 10 // rings,
                           np.full(annuli, 10)])
    return area, ex, mouth_ex, zone


def solve_chain(hole, zone_stick):
    area, ex, mouth_ex, zone = hole
    s = zone_stick[zone]
    q = (1 - s)[:, None] * ex / area[:, None]
    fundamental = np.linalg.inv(np.eye(len(area)) - q)
    first = mouth_ex / MOUTH
    visits = first @ fundamental
    escape = np.sum(visits * (1 - s) * mouth_ex / area)
    return q, fundamental, first, visits, escape


def by_zone(values, zone):
    return np.bincount(zone, weights=values, minlength=11)


def trace(face_start, r, z, zone_stick):
    """Continuous ray tracing; faces: 0 wall, 1 floor, 2 mouth."""
    count = len(r)
    hits = np.zeros((count, 11))
    escaped = np.zeros(count, dtype=bool)
    ids = np.arange(count)
    face = np.full(count, face_start)
    while ids.size:
        u = rng.random(ids.size)
        angle = 2 * np.pi * rng.random(ids.size)
        normal, tangent = np.sqrt(u), np.sqrt(1 - u)
        t1, t2 = tangent * np.cos(angle), tangent * np.sin(angle)
        wall = face == 0
        dx = np.where(wall, -normal, t1)
        dy = np.where(wall, t1, t2)
        dz = np.where(wall, t2, np.where(face == 1, -normal, normal))
        w, b = dx**2 + dy**2, r * dx
        path = (-b + np.sqrt(b * b + w * (RADIUS**2 - r**2))) / w
        z_new = z + path * dz
        out, floor = z_new < 0, z_new > DEPTH
        tf = np.where(floor, (DEPTH - z) / np.where(floor, dz, 1.0), 0.0)
        r_floor = np.minimum(np.hypot(r + tf * dx, tf * dy), RADIUS)
        r_new = np.where(floor, r_floor, RADIUS)
        z_new = np.where(floor, DEPTH, z_new)
        band = np.clip((z_new * 10 / DEPTH).astype(int), 0, 9)
        zone = np.where(floor, 10, band)
        escaped[ids[out]] = True
        hits[ids[~out], zone[~out]] += 1
        keep = ~out & (rng.random(ids.size) >= zone_stick[zone])
        ids, r, z = ids[keep], r_new[keep], z_new[keep]
        face = floor[keep].astype(int)
    return hits, escaped


def deviation(samples, expected):
    """Difference from expectation in units of the standard error."""
    err = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
    return np.max(np.abs(samples.mean(axis=0) - expected) / err)


# View factors against direct surface quadrature
coarse = build_hole(10, 1)
x, wx = np.polynomial.legendre.leggauss(24)
phi_a = 2 * np.pi * (np.arange(240) + 0.5) / 240
z1 = 50 + 50 * x
z2 = 250 + 50 * x
gap = z2[None, :, None] - z1[:, None, None]
one_cos = 1 - np.cos(phi_a)[None, None, :]
dist2 = 2 * RADIUS**2 * one_cos + gap**2
kernel = RADIUS**2 * one_cos**2 / (np.pi * dist2**2)
quad_ring = (2 * np.pi * RADIUS**2 * 50**2 * 2 * np.pi / 240
             * np.einsum('i,j,ijk->', wx, wx, kernel))
assert abs(quad_ring / coarse[1][0, 2] - 1) < 1e-6
rho = (RADIUS / 2 * (1 + x))[:, None, None]
height = (150 + 50 * x)[None, :, None]
cosine = np.cos(phi_a)[None, None, :]
dist2 = RADIUS**2 + rho**2 - 2 * RADIUS * rho * cosine + height**2
kernel = rho * height * (RADIUS - rho * cosine) / (np.pi * dist2**2)
quad_floor = (2 * np.pi * RADIUS * (RADIUS / 2) * 50 * 2 * np.pi / 240
              * np.einsum('i,j,ijk->', wx, wx, kernel))
assert abs(quad_floor / coarse[1][8, 10] - 1) < 1e-6

# Mesh refinement of the escape probability
escapes = [solve_chain(build_hole(m, m // 20), ZONE_STICK)[4]
           for m in (100, 200, 400)]
mesh_ratio = (escapes[0] - escapes[1]) / (escapes[1] - escapes[2])
assert 3 < mesh_ratio < 5

# Fundamental matrix against the explicit collision series
hole = build_hole(400, 20)
area, ex, mouth_ex, zone = hole
assert np.allclose(ex.sum(axis=1) + mouth_ex, area, rtol=1e-9)
q, fund, first, visits, escape = solve_chain(hole, ZONE_STICK)
radius_q = np.max(np.abs(np.linalg.eigvals(q)))
assert radius_q < 1
term, series = first.copy(), np.zeros_like(first)
for _ in range(6000):
    series += term
    term = term @ q
assert np.allclose(series, visits, rtol=1e-8, atol=1e-12)
stick = ZONE_STICK[zone]
adsorbed = by_zone(stick * visits, zone)
assert abs(adsorbed.sum() + escape - 1) < 1e-9

# A sealed cavity has no fundamental matrix unless some patch adsorbs
a_s, e_s, m_s, zone_s = build_hole(100, 5)
sealed = np.zeros((106, 106))
sealed[:105, :105] = e_s / a_s[:, None]
sealed[:105, 105] = m_s / a_s
sealed[105, :105] = m_s / MOUTH
sealed_radius = np.max(np.abs(np.linalg.eigvals(sealed)))
sticky = np.append(np.where(zone_s == 10, 0.1, 0.0), 0.0)
sticky_radius = np.max(np.abs(np.linalg.eigvals(
    (1 - sticky)[:, None] * sealed)))
assert abs(sealed_radius - 1) < 1e-9 and sticky_radius < 1 - 1e-6

# Zone statistics from the chain
mean = by_zone(visits, zone)
flux = mean * MOUTH / by_zone(area, zone)
second = np.array([2 * visits[zone == k] @ fund[np.ix_(zone == k, zone == k)]
                   .sum(axis=1) - mean[k] for k in range(11)])
spread = np.sqrt(second - mean**2)
floor_trap = ZONE_STICK.copy()
floor_trap[10] = 1.0
reach_floor = by_zone(solve_chain(hole, floor_trap)[3], zone)[10]

# Ray tracing of entering molecules
molecules = 400000
hits, gone = trace(2, RADIUS * np.sqrt(rng.random(molecules)),
                   np.zeros(molecules), ZONE_STICK)
dev_mean = deviation(hits, mean)
dev_second = deviation(hits**2, second)
dev_escape = deviation(gone.astype(float), escape)
dev_reach = deviation((hits[:, 10] > 0).astype(float), reach_floor)
assert max(dev_mean, dev_second, dev_escape, dev_reach) < 5
ray_mean = hits.mean(axis=0)
ray_error = hits.std(axis=0, ddof=1) / np.sqrt(molecules)

# Launches from inside: relative flux equals escape probability; rows of N
launched = 200000
_, out_wall = trace(0, np.full(launched, RADIUS),
                    600 + 100 * rng.random(launched), ZONE_STICK)
hits_floor, out_floor = trace(1, RADIUS * np.sqrt(rng.random(launched)),
                              np.full(launched, DEPTH), ZONE_STICK)
assert deviation(out_wall.astype(float), flux[6]) < 5
assert deviation(out_floor.astype(float), flux[10]) < 5
weight = np.where(zone == 10, area, 0.0) / MOUTH
later = by_zone((weight @ fund - weight) / (1 - ZONE_STICK[10]), zone)
dev_rows = deviation(hits_floor, later)
assert dev_rows < 5

# No sticking: collisions equal the area ratio
clean = solve_chain(hole, np.zeros(11))[3]
assert np.allclose(clean, area / MOUTH, rtol=1e-7)
clean_hits, _ = trace(2, RADIUS * np.sqrt(rng.random(60000)),
                      np.zeros(60000), np.zeros(11))
clean_total = clean_hits.sum(axis=1)
assert deviation(clean_total, area.sum() / MOUTH) < 5

# Entering molecules that change the most exposed reactive coverage
local_flux = visits * MOUTH / area
rate = np.max(stick * local_flux) / (SITE_DENSITY * MOUTH)
frozen_count = COVERAGE_STEP / rate

print(f"hole diameter {2 * RADIUS:.0f} nm, depth {DEPTH:.0f} nm")
print(f"mouth area {MOUTH:.1f} nm^2; wall band area "
      f"{by_zone(area, zone)[0]:.1f} nm^2")
print(f"sticking: upper half {ZONE_STICK[0]}, lower half and floor "
      f"{ZONE_STICK[10]}")
print(f"mesh: {np.sum(zone < 10)} rings, {np.sum(zone == 10)} floor annuli")
print("Per entering molecule (dimensionless); last two columns: ray tracing")
print("zone(nm)  first-hit  mean-hits  rel-flux  std-dev  adsorbed  ray  err")
for k in range(11):
    name = "floor" if k == 10 else f"{100 * k}-{100 * (k + 1)}"
    p_zone = by_zone(first, zone)[k]
    print(f"{name:9s} {p_zone:.6f} {mean[k]:.5f} {flux[k]:.5f} "
          f"{spread[k]:.4f} {adsorbed[k]:.6f} {ray_mean[k]:.5f} "
          f"{ray_error[k]:.5f}")
print(f"total expected collisions: {mean.sum():.4f}")
print(f"escape probability: {escape:.6f}; ray tracing {gone.mean():.6f}")
print(f"total adsorption probability: {adsorbed.sum():.6f}")
print(f"probability of ever reaching floor: {reach_floor:.6f}; "
      f"ray tracing {np.mean(hits[:, 10] > 0):.6f}")
print(f"mean floor hits if floor is reached: {mean[10] / reach_floor:.4f}")
print(f"spectral radius of Q: {radius_q:.6f}")
print(f"sealed cavity, no sticking, spectral radius: {sealed_radius:.8f}")
print(f"sealed cavity, floor sticking 0.1, radius: {sticky_radius:.6f}")
print("escape probability for 100, 200, 400 rings: "
      + ", ".join(f"{v:.8f}" for v in escapes))
print(f"ratio of successive mesh changes: {mesh_ratio:.3f}")
print(f"escape after launch from 600-700 nm band: {out_wall.mean():.5f}")
print(f"escape after launch from floor: {out_floor.mean():.5f}")
print(f"later collisions after floor launch: chain {later.sum():.4f}, "
      f"ray tracing {hits_floor.sum(axis=1).mean():.4f}")
print(f"no sticking, total collisions: chain {clean.sum():.4f}, "
      f"ray tracing {clean_total.mean():.3f} +/- "
      f"{clean_total.std(ddof=1) / np.sqrt(len(clean_total)):.3f}")
print(f"largest deviation, zone means: {dev_mean:.2f} standard errors")
print(f"largest deviation, second moments: {dev_second:.2f} standard errors")
print(f"largest deviation, floor row of N: {dev_rows:.2f} standard errors")
print(f"ray-traced entering molecules: {molecules}")
print(f"site density {SITE_DENSITY} nm^-2, coverage step {COVERAGE_STEP}")
print(f"entering molecules for that coverage step: {frozen_count:.0f}")
print("success")
```

It prints:

```
hole diameter 100 nm, depth 1000 nm
mouth area 7854.0 nm^2; wall band area 31415.9 nm^2
sticking: upper half 0.0, lower half and floor 0.1
mesh: 400 rings, 20 floor annuli
Per entering molecule (dimensionless); last two columns: ray tracing
zone(nm)  first-hit  mean-hits  rel-flux  std-dev  adsorbed  ray  err
0-100     0.828427 3.41607 0.85402 3.3507 0.000000 3.41884 0.00530
100-200   0.115845 2.84904 0.71226 4.8984 0.000000 2.85535 0.00773
200-300   0.029394 2.30305 0.57576 5.0585 0.000000 2.30984 0.00800
300-400   0.011179 1.76036 0.44009 4.5465 0.000000 1.76865 0.00723
400-500   0.005350 1.20736 0.30184 3.5206 0.000000 1.20952 0.00558
500-600   0.002955 0.69128 0.17282 2.1591 0.069128 0.69040 0.00342
600-700   0.001799 0.38840 0.09710 1.5121 0.038840 0.38792 0.00239
700-800   0.001175 0.23267 0.05817 1.1669 0.023267 0.23274 0.00185
800-900   0.000809 0.15451 0.03863 0.9827 0.015451 0.15522 0.00156
900-1000  0.000580 0.12596 0.03149 0.9858 0.012596 0.12817 0.00157
floor     0.002488 0.03627 0.03627 0.3077 0.003627 0.03721 0.00050
total expected collisions: 13.1650
escape probability: 0.837091; ray tracing 0.837492
total adsorption probability: 0.162909
probability of ever reaching floor: 0.019911; ray tracing 0.020262
mean floor hits if floor is reached: 1.8215
spectral radius of Q: 0.953446
sealed cavity, no sticking, spectral radius: 1.00000000
sealed cavity, floor sticking 0.1, radius: 0.998077
escape probability for 100, 200, 400 rings: 0.83674451, 0.83702130, 0.83709056
ratio of successive mesh changes: 3.996
escape after launch from 600-700 nm band: 0.09698
escape after launch from floor: 0.03567
later collisions after floor launch: chain 11.1596, ray tracing 11.1661
no sticking, total collisions: chain 41.0000, ray tracing 41.129 +/- 0.399
largest deviation, zone means: 1.89 standard errors
largest deviation, second moments: 1.72 standard errors
largest deviation, floor row of N: 2.05 standard errors
ray-traced entering molecules: 400000
site density 4.0 nm^-2, coverage step 0.01
entering molecules for that coverage step: 13710
success
```
